\section*{Momentum-conserving tunnelling between parallel electron and hole sheets: the alignment step, part 1}

(Sections cited here and not found follow in the second part.)

\section{How momentum conservation produces the step}

Consider two parallel sheets, one offering valence states and the other conduction states, joined by a weak tunnelling amplitude $M$. Let $\Delta$ be the energy of the valence edge minus that of the conduction edge. The states overlap in energy when $\Delta>0$. To lowest order the tunnelling rate per unit area, $R$, is proportional to $|M|^2$. What else can it contain? If both bands are parabolic, if their extrema lie at the same in-plane momentum, and if the source states are full and the destination states empty, the remaining quantities are $\hbar$, the masses and $\Delta$. The combination
\begin{equation}
\frac{|M|^2 m}{\hbar^3}
=\frac{|M|^2}{\hbar}\,\frac{m}{\hbar^2}
\end{equation}
already has the dimensions of $R$: the first factor is an energy divided by a time, and the second is a number of states per unit energy and area. Any further dependence on $\Delta$ would need a dimensionless ratio containing it. None can be built from $\Delta$, $\hbar$ and masses alone, and $M$ cannot be used again because its power is fixed. The magnitude of $\Delta$ therefore drops out and its sign is all that remains.

For $\Delta<0$ no valence state has the energy of a conduction state, so the rate vanishes. For $\Delta>0$ it is a constant. Dimensional analysis thus gives a step at alignment, and leaves a number and a choice of mass to be found. It also shows what can shift or spoil the step: a momentum offset between the extrema, a level width or a Fermi momentum each supplies a new scale with which $\Delta$ can be compared, and a momentum-dependent amplitude brings in coefficients of other dimensions, which powers of $\Delta$ can balance.

Let $\mathbf k$ be the in-plane wave vector measured from the valence maximum, and let $\mathbf Q$ be the offset of the conduction minimum. The bands are
\begin{equation}
E_v(\mathbf k)=E_V-\frac{\hbar^2k^2}{2m_v},\qquad
E_c(\mathbf k)=E_C+\frac{\hbar^2|\mathbf k-\mathbf Q|^2}{2m_c},
\end{equation}
with both masses positive and $\Delta=E_V-E_C$. A positive $R$ means that electrons pass from the valence sheet to the conduction sheet, which leaves a hole in the first and an electron in the second. The number of independent spin and valley copies conserved in tunnelling is $g$. Each sheet has a single subband in the energy range considered, and interactions between carriers are left out until their size is estimated below.

The selection rule comes from translation symmetry. Suppose first that the coupling $W$ is unchanged when both sheets are displaced together by any in-plane vector $\mathbf a$. The displacement operator $T_{\mathbf a}$ multiplies a state of wave vector $\mathbf k$ by $e^{-i\mathbf k\cdot\mathbf a}$, and $T_{\mathbf a}^\dagger WT_{\mathbf a}=W$, so
\begin{equation}
\langle c,\mathbf k'|W|v,\mathbf k\rangle
=e^{i(\mathbf k'-\mathbf k)\cdot\mathbf a}
\langle c,\mathbf k'|W|v,\mathbf k\rangle .
\end{equation}
This holds for every $\mathbf a$, so the element must vanish unless $\mathbf k'=\mathbf k$. We write it as $M\delta_{\mathbf k'\mathbf k}$.

Two stacked crystals have a lower symmetry, and this is where $\mathbf Q$ enters. Take one orbital per cell, at sites $\mathbf R_c$ and $\mathbf R_v$, and let the hopping $t$ depend on their in-plane separation. For Bloch states of full crystal wave vectors $\mathbf p_c$ and $\mathbf p_v$, the element is
\begin{equation}
\frac{1}{\sqrt{N_cN_v}}\sum_{\mathbf R_c,\mathbf R_v}
e^{-i\mathbf p_c\cdot\mathbf R_c+i\mathbf p_v\cdot\mathbf R_v}
\,t(\mathbf R_c-\mathbf R_v),
\end{equation}
where $N_c$ and $N_v$ are the numbers of cells. Insert $t(\mathbf r)=A^{-1}\sum_{\mathbf q}t_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, with $A$ the area. The sum over $\mathbf R_c$ requires $\mathbf q=\mathbf p_c+\mathbf G_c$, and the sum over $\mathbf R_v$ requires $\mathbf q=\mathbf p_v+\mathbf G_v$, where the $\mathbf G$ are reciprocal lattice vectors. Hence
\begin{equation}
\mathbf p_c+\mathbf G_c=\mathbf p_v+\mathbf G_v .
\end{equation}
Suppose that the extrema lie at the zone corners $\mathbf K_c$ and $\mathbf K_v$ of two triangular lattices. Setting $\mathbf p_v=\mathbf K_v+\mathbf k$, the conduction wave vector measured from its own corner is $\mathbf k-\mathbf Q$, with
\begin{equation}
\mathbf Q=(\mathbf K_c+\mathbf G_c)-(\mathbf K_v+\mathbf G_v).
\end{equation}
A smooth hopping has a $t_{\mathbf q}$ that falls with $|\mathbf q|$, so we keep the shortest vectors. Each corner has three equivalent positions of equal length, related by rotations of $120^\circ$, and they give three offsets of equal length. When these offsets differ, they lead to three different final states, whose weak-coupling rates add. In the weak-coupling rate we may then treat one offset and let $|M|^2$ stand for the sum over the three. At $\mathbf Q=0$ the three final states coincide and the amplitudes must be added before squaring.

The golden rule now needs some care. At fixed $\mathbf k$ and offset there is one final state, whereas the rule describes decay into a continuum. An isolated resonant pair does not decay: in the frame of the common energy its amplitudes obey $i\hbar\dot a_c=Ma_v$ and $i\hbar\dot a_v=M^*a_c$, so that $\ddot a_c=-(|M|^2/\hbar^2)a_c$, and the electron swings back and forth. A steady current requires the source state to be refilled and the destination state emptied. We therefore let each state exchange electrons with a bath in its own sheet, at rates $\Gamma_v/\hbar$ and $\Gamma_c/\hbar$ taken as independent of energy.

Let $a_v$ and $a_c$ now be the annihilation operators of one pair, with level energies $\varepsilon_v$ and $\varepsilon_c$, and define $\delta=\varepsilon_v-\varepsilon_c$. The coupling is $Ma_c^\dagger a_v+M^*a_v^\dagger a_c$, so without baths
\begin{equation}
i\hbar\dot a_v=\varepsilon_va_v+M^*a_c,\qquad
i\hbar\dot a_c=\varepsilon_ca_c+Ma_v .
\end{equation}
Write $n_v$ and $n_c$ for the mean occupations and $p=\langle a_v^\dagger a_c\rangle$ for the coherence. Differentiating the products gives
\begin{align}
\dot p&=\frac{i}{\hbar}\left[\delta\,p-M(n_v-n_c)\right],\\
\dot n_c&=\frac{i}{\hbar}(M^*p-Mp^*)
=-\frac{2}{\hbar}\,\mathrm{Im}(M^*p)\equiv J,
\qquad \dot n_v=-J .
\end{align}
Here $J$ is the net number of electrons passing from $v$ to $c$ per unit time.

The baths make the amplitudes decay at half the population rates, $\Gamma_v/2\hbar$ and $\Gamma_c/2\hbar$. The coherence contains one amplitude of each kind, so it decays at $\Gamma_t/2\hbar$ with $\Gamma_t=\Gamma_v+\Gamma_c$. In the steady state
\begin{equation}
0=\left(i\delta-\frac{\Gamma_t}{2}\right)p-iM(n_v-n_c),
\end{equation}
and therefore
\begin{equation}
p=-iM(n_v-n_c)\,
\frac{\Gamma_t/2+i\delta}{\delta^2+\Gamma_t^2/4}.
\end{equation}
Multiplication by $M^*$ gives an imaginary part $-|M|^2(n_v-n_c)(\Gamma_t/2)/(\delta^2+\Gamma_t^2/4)$, so
\begin{equation}
J=L\,(n_v-n_c),\qquad
L=\frac{|M|^2\Gamma_t/\hbar}{\delta^2+\Gamma_t^2/4}.
\end{equation}

The occupations are themselves changed by the current. With a full bath on the valence side and an empty one on the conduction side, the balances $\Gamma_v(1-n_v)/\hbar=J$ and $\Gamma_cn_c/\hbar=J$ give $n_v=1-\hbar J/\Gamma_v$ and $n_c=\hbar J/\Gamma_c$. Hence
\begin{equation}
J=L\left[1-\hbar J\,\frac{\Gamma_t}{\Gamma_v\Gamma_c}\right]
=\frac{L}{1+\hbar L\Gamma_t/(\Gamma_v\Gamma_c)} .
\end{equation}
Substituting $L$ and multiplying numerator and denominator by $\delta^2+\Gamma_t^2/4$, we find
\begin{equation}
J(\delta)=\frac{|M|^2\Gamma_t/\hbar}
{\delta^2+(\Gamma_t^2/4)(1+S)},\qquad
S=\frac{4|M|^2}{\Gamma_v\Gamma_c}.
\end{equation}
The number $S$ measures how strongly tunnelling disturbs the occupations. For $S\ll1$, with $\gamma=\Gamma_t/2$,
\begin{equation}
J(\delta)\simeq\frac{2\pi}{\hbar}|M|^2\,
\frac{1}{\pi}\frac{\gamma}{\delta^2+\gamma^2}
\;\longrightarrow\;\frac{2\pi}{\hbar}|M|^2\,\delta(\delta).
\end{equation}
The factor after $|M|^2$ has unit area, and it acts as a delta function when the quantities summed over $\mathbf k$ vary little across $\gamma$. This is the golden rule. Its two requirements pull in opposite directions: the width must exceed the coupling, in the sense $S\ll1$, and yet be small compared with the distance of $\Delta$ from the onset of tunnelling.

For general occupations $f_v$ and $f_c$, Pauli exclusion weights the forward process by $f_v(1-f_c)$ and the reverse one by $f_c(1-f_v)$. The difference is
\begin{equation}
f_v(1-f_c)-f_c(1-f_v)=f_v-f_c ,
\end{equation}
because the products cancel. The golden-rule rate per area is then
\begin{equation}
R=\frac{2\pi g}{\hbar}|M|^2\int\!\frac{d^2k}{(2\pi)^2}\,
\delta\!\left(\Delta-P(\mathbf k)\right)(f_v-f_c),
\end{equation}
where $E_v-E_c=\Delta-P$, and $P$ is the total kinetic energy of the electron and hole:
\begin{equation}
P(\mathbf k)=\frac{\hbar^2k^2}{2m_v}
+\frac{\hbar^2|\mathbf k-\mathbf Q|^2}{2m_c}.
\end{equation}

To find its minimum we complete the square. With $1/m_r=1/m_c+1/m_v$,
\begin{equation}
P=\frac{\hbar^2}{2m_r}\left(k^2-2\frac{m_r}{m_c}\,
\mathbf k\cdot\mathbf Q\right)+\frac{\hbar^2Q^2}{2m_c}.
\end{equation}
Since $m_r/m_c=m_v/(m_c+m_v)$, the bracket is $|\mathbf k-\mathbf k_0|^2-k_0^2$ with $\mathbf k_0=\mathbf Q\,m_v/(m_c+m_v)$. The constant left over is
\begin{equation}
\frac{\hbar^2Q^2}{2m_c}\left(1-\frac{m_r}{m_c}\right)
=\frac{\hbar^2Q^2}{2(m_c+m_v)}\equiv\Delta_Q ,
\end{equation}
so that $P=\Delta_Q+\hbar^2\kappa^2/2m_r$, where $\boldsymbol\kappa=\mathbf k-\mathbf k_0$. The offset is the total momentum of the pair in units of $\hbar$, apart from its sign, and $\Delta_Q$ is the kinetic energy of a body of mass $m_c+m_v$ carrying that momentum. Relative motion can be brought to rest, but the total momentum cannot be removed. The threshold is therefore delayed from $\Delta=0$ to $\Delta=\Delta_Q$.

It remains to count resonant states. Put $u=\hbar^2\kappa^2/2m_r$, for which $\kappa\,d\kappa=(m_r/\hbar^2)\,du$. The angular integral gives $2\pi$, and
\begin{equation}
\int\!\frac{d^2\kappa}{(2\pi)^2}\,\delta(\Delta-\Delta_Q-u)
=\frac{m_r}{2\pi\hbar^2}\int_0^\infty\! du\,
\delta(\Delta-\Delta_Q-u)
=\frac{m_r}{2\pi\hbar^2}\,\theta(\Delta-\Delta_Q),
\end{equation}
where $\theta$ is the unit step. The factors of $2\pi$ cancel in the rate:
\begin{equation}
R=R_0\,\theta(\Delta-\Delta_Q)\,\langle f_v-f_c\rangle,
\qquad R_0=\frac{g|M|^2m_r}{\hbar^3}.
\end{equation}
The average runs over the resonant circle $\kappa^2=2m_r(\Delta-\Delta_Q)/\hbar^2$, and $M$ is taken as constant on it. At threshold the circle is a point, so the initial height requires just the value of $M$ at $\mathbf k_0$.

The flat top has a simple geometry. As $\Delta$ increases, the circumference of the circle grows as $\kappa$. The slope $dP/d\kappa=\hbar^2\kappa/m_r$ grows at the same rate, so the annulus of pairs within a fixed energy interval becomes thinner in proportion. Its area is unchanged. In $d$ dimensions the same substitution gives $\kappa^{d-1}d\kappa\propto u^{d/2-1}du$: the onset is an inverse square root for $d=1$ and a square root for $d=3$. The jump to a finite constant belongs to $d=2$.
\section{Occupation, broadening and a worked device}

The quantities carried forward are the edge separation $\Delta=E_V-E_C$, the momentum offset $Q$ of the extrema, the masses $m_c$ and $m_v$ with reduced mass $m_r$, and the threshold $\Delta_Q=\hbar^2Q^2/[2(m_c+m_v)]$. For weak coupling $M$ and $g$ conserved copies, the net rate per area from valence to conduction sheet is
\begin{equation}
R=R_0\,\theta(\Delta-\Delta_Q)\langle f_v-f_c\rangle,
\qquad R_0=\frac{g|M|^2m_r}{\hbar^3}.
\end{equation}
The occupations $f_v,f_c$ are averaged over a circle of radius $\kappa$ about $\mathbf k_0=\mathbf Qm_v/(m_c+m_v)$. The baths give the levels widths $\Gamma_v$ and $\Gamma_c$, with $\gamma=(\Gamma_v+\Gamma_c)/2$ and $S=4|M|^2/(\Gamma_v\Gamma_c)$. The rate of one pair detuned by $\delta$ is $J=(2\gamma|M|^2/\hbar)/[\delta^2+\gamma^2(1+S)]$.

For weak coupling, parabolic bands and conserved in-plane momentum, the tunnelling rate turns on as a step of height $R_0$ at $\Delta=\Delta_Q$, provided the source states are full and the destination states empty. It remains to see how occupation, temperature, the matrix element, disorder, level widths and electron-hole attraction change this step, and what size it has in a worked device.
